# Spin-flip lifetime near a metal: the near-field law and its first correction

## Definitions and conventions

A metal of conductivity \(\sigma\) and temperature \(T\) fills the half-space \(z<-d\). It is thick, flat, non-magnetic and obeys a local Ohm's law. An atom sits in vacuum at the origin, at height \(d\) above the surface. The magnetic bias field points along \(x\), parallel to the surface, and the Larmor angular frequency is \(\omega\). The skin depth is

\[
\delta=\sqrt{\frac{2}{\mu_0\sigma\omega}},\qquad \eta=\frac d\delta .
\]

The metal's thermal currents produce a fluctuating field \(\mathbf B\) at the atom, with the two-sided spectrum

\[
S_{ij}(\omega)=\int_{-\infty}^{\infty}dt\,e^{i\omega t}\langle B_i(t)B_j(0)\rangle .
\]

Let \(n,k\) label energy states of the metal and \(p_n\) their thermal probabilities. Inserting these states gives

\[
S_{ii}(\omega)=2\pi\hbar\sum_{nk}p_n|\langle k|B_i|n\rangle|^2\,\delta(E_k-E_n-\hbar\omega). \tag{1}
\]

Positive \(\omega\) therefore means that the metal absorbs \(\hbar\omega\). Reflection in the plane \(x=0\) keeps \(B_x\) and reverses \(B_y,B_z\), because \(\mathbf B\) is an axial vector. Together with the reflection \(y\to-y\) this makes \(S_{ij}\) diagonal. Rotation about the normal gives \(S_{xx}=S_{yy}\).

The atom is an alkali atom with nuclear spin \(3/2\) in the state \(|F{=}2,m{=}2\rangle\), with \(m\) counted along the bias. Its energy rises with the field, so a field minimum traps it. The electron \(g\)-factor is taken as 2, and the nuclear moment is neglected.

## The flip rate in terms of the noise

The coupling is \(V=2\mu_B\mathbf S\cdot\mathbf B\), with \(\mathbf S\) the electron spin in units of \(\hbar\). Fermi's golden rule, combined with (1), gives

\[
\Gamma=\frac{\mu_B^2}{\hbar^2}\sum_i|\langle 2,1|2S_i|2,2\rangle|^2S_{ii}(\omega).
\]

The initial state is \(|2,2\rangle=|{\uparrow},\tfrac32\rangle\). Lowering it with \(F_-=S_-+I_-\), where \(F_-|2,2\rangle=2|2,1\rangle\) and \(I_-|\tfrac32\rangle=\sqrt3\,|\tfrac12\rangle\), gives

\[
|2,1\rangle=\tfrac12|{\downarrow},\tfrac32\rangle+\tfrac{\sqrt3}2|{\uparrow},\tfrac12\rangle .
\]

Each transverse operator, \(2S_y\) or \(2S_z\), contains \(S_-\) with a coefficient of modulus one. Since \(S_-|2,2\rangle=|{\downarrow},\tfrac32\rangle\), the matrix element has modulus \(1/2\) and the weight is \(1/4\). The component \(S_x\) cannot change \(m\). Hence

\[
\Gamma=\frac{\mu_B^2}{4\hbar^2}\,(S_{yy}+S_{zz}). \tag{2}
\]

## The noise in terms of heat

The spectrum follows from a simpler problem: the heat deposited in the metal by a classical dipole \(m\cos\omega t\) along direction \(i\). Its coupling is \(-\tfrac m2(e^{i\omega t}+e^{-i\omega t})B_i\). By the golden rule, the metal absorbs quanta at the rate \(m^2S_{ii}(\omega)/4\hbar^2\) and gives them back at the rate \(m^2S_{ii}(-\omega)/4\hbar^2\).

Exchanging \(n\) and \(k\) in (1), and using \(p_k=p_ne^{-\hbar\omega/k_BT}\) when \(E_k=E_n+\hbar\omega\), gives \(S_{ii}(-\omega)=e^{-\hbar\omega/k_BT}S_{ii}(\omega)\). The mean heating power is therefore

\[
P=\frac{\omega m^2}{4\hbar}\,S_{ii}(\omega)\left(1-e^{-\hbar\omega/k_BT}\right).
\]

For \(\hbar\omega\ll k_BT\) the bracket becomes \(\hbar\omega/k_BT\), so that

\[
S_{ii}=\frac{4k_BT\,P}{\omega^2m^2}. \tag{3}
\]

## Leading order: vertical dipole

Close to the metal, \(d\ll\delta\), the field of the induced currents is a small correction to the field that drives them. Retardation is negligible as well, since \(d\ll c/\omega\). A dipole along \(z\) has the vector potential \(\mathbf A=\mu_0\mathbf m\times\mathbf r/4\pi r^3\), which is azimuthal. The electric field \(-\partial_t\mathbf A\) has amplitude

\[
E=\frac{\omega\mu_0m}{4\pi}\frac{\rho}{r^3},
\]

where \(\rho\) is the distance from the vertical axis. The currents run in horizontal circles and meet no boundary. With \(h=-z\) the depth below the atom,

\[
\int\frac{\rho^2}{r^6}dV=\int_d^\infty dh\,2\pi\int_0^\infty\frac{\rho^3d\rho}{(\rho^2+h^2)^3}
=\int_d^\infty dh\,\frac{2\pi}{4h^2}=\frac{\pi}{2d}.
\]

The inner integral follows from \(v=\rho^2\), since \(\tfrac12\int_0^\infty v\,dv/(v+h^2)^3=1/4h^2\). The mean power is \(P=\tfrac12\sigma\int E^2dV\), and (3) gives

\[
S_{zz}=2k_BT\sigma\left(\frac{\mu_0}{4\pi}\right)^2\frac{\pi}{2d}=\frac{\mu_0^2k_BT\sigma}{16\pi d}. \tag{4}
\]

The scaling can be read off directly: \(E^2\) falls as \(d^{-4}\), and the heated volume grows as \(d^3\). The integrand \(1/h^2\) also shows where the heat is released. Metal deeper than \(a\) below the surface contributes the fraction \(d/(d+a)\), so for this leading law "thick" means thick compared with \(d\). The correction derived below also requires a thickness of about \(\delta\) or more.

## Leading order: parallel dipole

For a dipole along \(x\), the vector potential above has a vertical component, which would drive current through the surface. Surface charge builds up and stops it, up to terms of relative order \(\varepsilon_0\omega/\sigma\). The field in the metal must satisfy \(\nabla\times\mathbf E=i\omega\mathbf B\) for time dependence \(e^{-i\omega t}\), have zero divergence, and have no normal component at the surface. Consider

\[
\mathbf E=i\omega\frac{\mu_0m}{4\pi}(-\partial_y\psi,\ \partial_x\psi,\ 0),\qquad
\psi=\partial_x\ln(r+h)=\frac{x}{r(r+h)} .
\]

The divergence and the normal component vanish by construction. For the curl, two properties of \(g=\ln(r+h)\) are needed. First, \(\partial_hg=1/r\). Second, \(g\) is harmonic: \(\rho\,\partial_\rho g=1-h/r\), so the in-plane Laplacian is \(h/r^3\), which cancels \(\partial_h^2g=-h/r^3\). Hence \(\partial_h\psi=\partial_x(1/r)\) and \((\partial_x^2+\partial_y^2)\psi=-\partial_h^2\psi\). With \(\partial_z=-\partial_h\), the curl of \((-\partial_y\psi,\partial_x\psi,0)\) is

\[
\left(\partial_h\partial_x\psi,\ \partial_h\partial_y\psi,\ -\partial_h^2\psi\right)=\nabla\,\partial_x\frac1r .
\]

This is the field of a dipole along \(x\), apart from the factor \(\mu_0m/4\pi\), so Faraday's law holds. The solution is unique: the difference of two solutions would be the gradient of a decaying harmonic function with zero normal derivative at the surface, which vanishes.

The heat requires \(|\nabla_\parallel\psi|^2\) integrated over each horizontal plane. Integration by parts, with no boundary term because \(\psi\) falls as \(1/\rho\), gives

\[
\int|\nabla_\parallel\psi|^2d^2\rho=\int\psi\,\partial_h^2\psi\,d^2\rho
=\int\frac{x}{r(r+h)}\,\frac{3xh}{r^5}\,d^2\rho .
\]

The angular average of \(x^2\) is \(\rho^2/2\). With \(\rho\,d\rho=r\,dr\) and \(\rho^2=(r-h)(r+h)\), this becomes

\[
3\pi h\int_h^\infty\frac{r-h}{r^5}\,dr=3\pi h\left(\frac1{3h^3}-\frac1{4h^3}\right)=\frac{\pi}{4h^2}.
\]

Integration over \(h\) gives \(\pi/4d\), half the vertical value. Thus

\[
S_{xx}=S_{yy}=\tfrac12S_{zz}. \tag{5}
\]

Numerical integration of both squared fields gives 1.570796 and 0.785398 at unit height, in agreement with \(\pi/2\) and \(\pi/4\).

## The leading law

Inserting (4) and (5) into (2) gives

\[
\boxed{\ \Gamma_0=\frac{\mu_B^2}{4\hbar^2}\cdot\frac32\cdot\frac{\mu_0^2k_BT\sigma}{16\pi d}
=\frac{3\,\mu_B^2\mu_0^2\,k_BT\sigma}{128\pi\hbar^2d}\ },\qquad \tau_0=\frac1{\Gamma_0}. \tag{6}
\]

The Larmor frequency has dropped out: \(P\) grows as \(\omega^2\), and (3) divides by \(\omega^2\). If the conductivity varies as \(1/T\), the product \(T\sigma\) is fixed and cooling the metal leaves \(\tau_0\) unchanged. It does shorten the skin depth, so the full lifetime still grows through the correction derived below, though only slightly while \(d\ll\delta\). The \(1/T\) law holds only near and above the Debye temperature. Below it the conductivity of a pure metal rises faster than \(1/T\), so \(T\sigma\) grows and cooling shortens the lifetime. With a Bloch–Grüneisen resistivity, a Debye temperature of 343 K and a residual ratio of 100, \(T\sigma\) at 77 K is about twice its value at 300 K.

For a bias along the normal, the transverse components are \(x\) and \(y\). Their noises add to \(S_{zz}\) instead of \(\tfrac32S_{zz}\), and the lifetime is \(3/2\) times longer.

## The reflected field for any \(d/\delta\)

The first correction comes from the field of the induced currents acting back on the metal. In the metal, \(\nabla^2\mathbf B=-i\mu_0\sigma\omega\mathbf B\). In vacuum \(\mathbf B\) is harmonic as long as retardation is negligible. For in-plane wave number \(\kappa\), the vertical field therefore varies as

\[
e^{\kappa z}+r_s\,e^{-\kappa(z+2d)}\ \text{(vacuum)},\qquad
t\,e^{\kappa_1(z+d)}\ \text{(metal)},\qquad \kappa_1^2=\kappa^2-i\mu_0\sigma\omega,
\]

with \(\mathrm{Re}\,\kappa_1>0\). All components of \(\mathbf B\) are continuous at a non-magnetic surface, and \(\nabla\cdot\mathbf B=0\) then makes \(\partial_zB_z\) continuous too. The two conditions \(e^{-\kappa d}(1+r_s)=t\) and \(\kappa e^{-\kappa d}(1-r_s)=\kappa_1t\) give

\[
r_s=\frac{\kappa-\kappa_1}{\kappa+\kappa_1}=\frac{i\mu_0\sigma\omega}{(\kappa+\kappa_1)^2}.
\]

From \(1/r=\int_0^\infty J_0(\kappa\rho)e^{-\kappa|z|}d\kappa\), a vertical dipole has \(B_z=(\mu_0m/4\pi)\int\kappa^2J_0e^{\kappa z}d\kappa\) below it. The reflected field at the atom is

\[
B_z^{\rm r}=\frac{\mu_0m}{4\pi}\int_0^\infty\kappa^2r_s\,e^{-2\kappa d}\,d\kappa .
\]

For a dipole along \(x\), the incident vertical field is \((\mu_0m/4\pi)\,\partial_x\int\kappa J_0e^{\kappa z}d\kappa\). The reflected field is the gradient of

\[
-\frac{\mu_0m}{4\pi}\,\partial_x\int_0^\infty r_sJ_0(\kappa\rho)\,e^{-\kappa(z+2d)}d\kappa .
\]

Since \(\partial_x^2J_0=-\kappa^2/2\) on the axis, \(B_x^{\rm r}\) is half of \(B_z^{\rm r}\). The ratio (5) thus holds at any \(d/\delta\) while retardation is negligible, and one function corrects the whole rate.

The power supplied by the dipole is the mean of \(-\dot m(t)B(t)\), which equals \(\tfrac12\omega m\,\mathrm{Im}B^{\rm r}\). Equation (3) then gives \(S_{zz}=2k_BT\,\mathrm{Im}B_z^{\rm r}/\omega m\). With \(u=\kappa\delta\), \(s=\kappa_1\delta=\sqrt{u^2-2i}\) and \(\mu_0\sigma\omega=2/\delta^2\), division by (4) yields

\[
R(\eta)=\frac{\Gamma}{\Gamma_0}=4\eta\int_0^\infty u^2\,\mathrm{Im}\,r_s\,e^{-2\eta u}\,du,\qquad r_s=\frac{2i}{(u+s)^2}. \tag{7}
\]

## The first correction

For large \(u\), \(s=u-i/u+O(u^{-3})\). Then \(u^2r_s=\tfrac i2-\tfrac1{2u^2}+O(u^{-4})\), and \(u^2\,\mathrm{Im}\,r_s\) tends to \(1/2\) with an error of order \(u^{-4}\). Define the deficit \(D(u)=\tfrac12-u^2\,\mathrm{Im}\,r_s\). The constant \(1/2\) contributes \(4\eta\cdot\tfrac12\cdot\tfrac1{2\eta}=1\) to (7), so

\[
R=1-4\eta\int_0^\infty D(u)e^{-2\eta u}du=1-4\eta\int_0^\infty D\,du+O(\eta^2).
\]

The last step is allowed because \(\int uD\,du\) converges.

To find \(\int D\,du\), use \(u^2-s^2=2i\), which gives \(1/(u+s)=(u-s)/2i\) and

\[
r_s=\frac{(u-s)^2}{2i}=\frac{2u^2-2i-2us}{2i}=-1-iu^2+ius .
\]

Multiply by \(u^2\) and integrate to a large limit \(U\). In the last term, \(u\,du=s\,ds\) and \(u^2=s^2+2i\), so

\[
\int_0^Uu^2r_s\,du=-\frac{U^3}3-\frac{iU^5}5+i\left[\frac{s^5}5+\frac{2i\,s^3}3\right]_{u=0}^{u=U}.
\]

At the upper limit, everything expands in odd powers of \(U\), so there is no constant term. As the integrand tends to \(i/2\), these terms together equal \(iU/2+O(1/U)\). At the lower limit \(s=\sqrt{-2i}=1-i\), with \(s^3=-2-2i\) and \(s^5=-4+4i\). The bracket there is

\[
\frac{-4+4i}5+\frac{2i(-2-2i)}3=\frac{-4+4i}5+\frac{4-4i}3=\frac8{15}(1-i).
\]

Subtracting \(i\) times this value contributes \(-\tfrac8{15}(1+i)\). The imaginary part of the integral is thus \(U/2-8/15\), and \(\int D\,du=8/15\). The result is

\[
\boxed{\ \Gamma=\Gamma_0\left[1-\frac{32}{15}\frac d\delta+O\!\left(\frac{d^2}{\delta^2}\right)\right]\ } \tag{8}
\]

The induced currents partly screen the metal and reduce the noise. The large coefficient means that \(d<\delta\) is not enough for accuracy: a correction of 10 % is reached near \(d/\delta=0.05\). Numerical evaluation of the reflection integral at \(d/\delta=10^{-3}\) gives the coefficient 2.130, against \(32/15=2.133\).

## The opposite limit

For \(d\gg\delta\), small \(u\) dominates (7). With \(s\to1-i\),

\[
r_s=\frac{u-s}{u+s}=-1+\frac{2u}{1-i}+O(u^2),\qquad \mathrm{Im}\,r_s=u+O(u^2),
\]

and therefore

\[
R\simeq4\eta\int_0^\infty u^3e^{-2\eta u}du=4\eta\,\frac{6}{(2\eta)^4}=\frac{3\delta^3}{2d^3},\qquad \delta\ll d\ll\frac c\omega .
\]

The rate now falls as \(d^{-4}\) and scales as \(T\sigma^{-1/2}\omega^{-3/2}\). In this regime a better conductor is quieter, the reverse of the near-field law. A test at \(d=1000\,\delta\) confirms this limit. The law counts the metal's near field alone. If the surroundings are at the same temperature, thermal radiation adds a relative part of about \(2.4\,(\omega/c)^3d^4/\delta\), which becomes important well before \(d\) reaches \(c/\omega\). For the example below it is 25 % at \(d=0.02\,c/\omega\), about 1 m.

## Numbers for a round example

Take \(\sigma=5\times10^7\) S/m, \(T=300\) K, a Larmor frequency of 1 MHz and \(d=5\) µm. The ratio \(\hbar\omega/k_BT\) is \(1.6\times10^{-7}\), so the classical limit is safe. The skin depth is 71.2 µm and \(d/\delta=5.0/71.2=0.070\).

Equation (4) gives \(S_{zz}=1.30\times10^{-21}\) T²/Hz. From (6), \(\Gamma_0=3.77\) s⁻¹ and \(\tau_0=1/3.77=0.265\) s. The correction in (8) is \(2.133\times0.070=0.150\), which predicts \(R=0.850\). The full integral, which also keeps retardation and both polarizations of the evanescent field, gives \(R=0.864\). The corrected rate is \(3.77\times0.864=3.26\) s⁻¹, and

\[
\tau\approx0.31\ \text{s}.
\]

With the same metal and frequency, other heights give:

| \(d\) (µm) | \(\tau_0\) (s) | \(\tau\), full (s) | \(R\), first order | \(R\), full |
|---|---|---|---|---|
| 1 | 0.053 | 0.055 | 0.970 | 0.971 |
| 5 | 0.265 | 0.307 | 0.850 | 0.864 |
| 10 | 0.53 | 0.70 | 0.700 | 0.752 |
| 100 | 5.3 | 45 | – | 0.117 |

Between 5 and 10 µm the error of the first-order formula grows from 0.014 to 0.052, nearly fourfold, as a second-order remainder should. At 100 µm, where \(d/\delta=1.4\), the simple law underestimates the lifetime by a factor of 8.5. The far formula would give \(R\approx0.54\) there, so it is not yet usable either.

## From the first flip to the loss of the atom

The state \(|2,1\rangle\) is still trapped, though more weakly. Within \(F=2\), the squared ladder elements \((F+m)(F-m+1)\) are 4 for \(2\leftrightarrow1\) and 6 for \(1\leftrightarrow0\). In units of \(1/\tau\) the rates are 1 and \(3/2\), equal upward and downward because \(\hbar\omega\ll k_BT\). Suppose that \(m=1\) stays in the trap near the same height and \(m=0\) is lost at once. The mean loss times from \(m=2\) and \(m=1\) obey

\[
t_2=\tau+t_1,\qquad t_1=\tfrac25\tau+\tfrac25t_2\quad\Rightarrow\quad t_2=\tfrac73\tau .
\]

For the example this is 0.72 s, counting only flips within \(F=2\). If the weaker trap cannot hold \(m=1\), the loss time is the first-flip time itself.

Noise at the hyperfine frequency opens another channel. The part of \(|{\downarrow},\tfrac32\rangle\) orthogonal to \(|2,1\rangle\) is \(|1,1\rangle\), with weight \(3/4\), and this state is not trapped. At a round 7 GHz the skin depth is 0.85 µm, so an atom at 5 µm lies well outside it. The extra rate is 0.058 s⁻¹, or 1.8 % of the flip rate.

This channel limits the use of (6) as a total loss estimate at small heights. In the local model the ratio of the hyperfine rate to the Zeeman rate tends to three, the ratio of the weights, as \(d\) falls far below 0.85 µm. The approach is slow: the ratio is about 1.1 at 0.5 µm, 2.4 at 0.1 µm and 2.7 near 40 nm. That last height is comparable with the electron mean free path of such a metal, about 30 nm, where a local Ohm's law is no longer reliable. At 1 µm it already has about half the rate of the Zeeman flip, and the lifetimes in the table leave it out.

The estimate covers thermal magnetic noise alone. Technical noise, collisions, patch fields and the attraction of the atom to the surface can shorten the stay in a real trap. The numerical output below lists the remaining values.

## Computed values

```
conductivity: 5.00e+07 S/m
metal temperature: 300 K
Larmor frequency: 1.0 MHz
hyperfine frequency: 7.0 GHz
atom height: 5.0 um
Larmor quantum / thermal energy: 1.60e-07
hyperfine quantum / thermal energy: 1.12e-03
skin depth at Larmor frequency: 71.2 um
skin depth at hyperfine freq.: 0.851 um
height / skin depth: 0.0702
heat integral, vertical dipole: 1.570796 (unit height)
heat integral, parallel dipole: 0.785398 (unit height)
normal noise S_zz, near law: 1.301e-21 T^2/Hz
normal noise amplitude: 3.607e-11 T/sqrt(Hz)
weight to F=2, m=1: 0.2500
total weight to F=1: 0.7500
first-flip rate, near law: 3.774 1/s
first-flip lifetime, near law: 0.265 s
first-flip rate, full integral: 3.261 1/s
first-flip lifetime, full integral: 0.307 s
near-law lifetime, bias along normal: 0.397 s
loss time / first-flip time: 2.3333
loss time, full integral: 0.715 s
extra rate to F=1: 0.0583 1/s
extra rate / first-flip rate: 0.0179
first correction coefficient, numerical: 2.1302
first correction coefficient, 32/15: 2.1333
simulated survival in m=2 at half a lifetime: 0.6701
rate-equation survival, same time: 0.6700
height um | near-law lifetime s | full lifetime s | rate full/near
   1 | 0.0530 | 0.0546 | 0.9706
   2 | 0.1060 | 0.1125 | 0.9424
   5 | 0.2650 | 0.3066 | 0.8642
  10 | 0.5300 | 0.7048 | 0.7520
  20 | 1.0600 | 1.8308 | 0.5790
  50 | 2.6499 | 9.0734 | 0.2921
 100 | 5.2998 | 45.2873 | 0.1170
```
